**Numerical test of Weaire's sum rule**

For a planar grain network, the average of $n\,m(n)$ over grains equals $\langle n\rangle^2+\mu_2$, which becomes $36+\mu_2$ in a periodic network with threefold junctions. Here $n$ is the number of sides a grain shares with other grains, $m(n)$ is the mean side number across the sides of $n$-sided grains, and $\mu_2$ is the variance of $n$. The program builds a periodic Voronoi map of 4000 grains and asserts that its junctions are threefold, that $\langle n\rangle=6$, and that the rule holds; both sides are 37.741. For three square pads and a narrow line it asserts $\langle n\rangle=6-(2B+6)/N$, where $N$ is the number of grains and $B$ the number of rim segments, together with the resulting correction to the rule. This correction is −0.68 for the largest pad and −9.06 for the line. The program also asserts the generalized rule for a map in which boundaries shorter than 0.02 µm are reduced to points. Finally, it scrambles a honeycomb by neighbour exchanges and asserts that the rule holds when neighbours are counted by sides, giving 56.80, and fails when each distinct neighbour is counted once, giving 54.51.

## Check in Python

```python
"""Weaire's sum rule for a trivalent planar grain network.

Result under test:  sum_n p(n) n m(n) = <n>^2 + mu2,  with <n> = 6 for a
periodic network and <n> = 6 - (2B + 6)/N for a finite piece.
  n    : number of sides a grain shares with other grains
  m(n) : mean side number across the sides of n-sided grains
  p(n) : fraction of grains with n sides;  mu2 : variance of n over grains
  N    : number of grains;  B : number of rim segments of a finite piece
Lengths are in micrometres (um).
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.spatial import Voronoi, cKDTree

rng = np.random.default_rng(20)


def weaire_average(cell, across, grains):
    """Average n*m(n) by side classes, from a list of directed sides."""
    n = np.bincount(cell, minlength=grains)
    m_each = np.bincount(cell, weights=n[across], minlength=grains) / n
    table = []
    for k in np.unique(n):
        members = n == k
        table.append((int(k), members.mean(), m_each[members].mean()))
    return n, sum(p * k * m for k, p, m in table), table


# ---------- periodic film: Voronoi grains on a torus ----------
diameter = 0.50
grain_area = np.pi * diameter**2 / 4
N = 4000
box = np.sqrt(N * grain_area)
seeds = rng.random((N, 2)) * box
shifts = [(0, 0)] + [(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1)
                     if (i, j) != (0, 0)]
images = np.concatenate([seeds + box * np.array(s) for s in shifts])
owner = np.tile(np.arange(N), 9)
vor = Voronoi(images)
pairs = np.array(vor.ridge_points)
ends = np.array(vor.ridge_vertices)
source = np.concatenate([pairs[:, 0], pairs[:, 1]])
target = np.concatenate([pairs[:, 1], pairs[:, 0]])
ends = np.concatenate([ends, ends])
keep = source < N
cell, across, ends = source[keep], owner[target[keep]], ends[keep]
n, nm, table = weaire_average(cell, across, N)
mu2 = n.var()

# junctions of the periodic map, identified by position
inside = np.all((vor.vertices >= 0) & (vor.vertices < box), axis=1)
junctions = vor.vertices[inside]
xy = vor.vertices[ends]
tree = cKDTree(junctions, boxsize=box)
ids = tree.query(np.mod(xy.reshape(-1, 2), box))[1].reshape(-1, 2)
assert len(junctions) == 2 * N
# each boundary is listed from both its grains: 3 boundaries give 6 ends
assert np.all(np.bincount(ids.ravel(), minlength=2 * N) == 6)
assert abs(n.mean() - 6) < 1e-12
assert abs(nm - (36 + mu2)) < 1e-8
seen = n[across].mean()
assert abs(seen - (6 + mu2 / 6)) < 1e-8
m_of = {k: m for k, p, m in table}
assert m_of[4] > m_of[6] > m_of[8]

print("Al film model, mean grain diameter: %.2f um" % diameter)
print("Mean grain area: %.4f um^2" % grain_area)
print("Periodic map: %d grains, box side %.2f um" % (N, box))
print("Junctions: %d, boundaries: %d" % (len(junctions), len(cell) // 2))
print("Side classes: n, p(n), m(n)")
for k, p, m in table:
    print("  %2d  %.5f  %.4f" % (k, p, m))
print("Mean side number <n>: %.6f" % n.mean())
print("Variance mu2: %.4f" % mu2)
print("Average of n m(n): %.4f" % nm)
print("36 + mu2: %.4f" % (36 + mu2))
print("Mean side number across a random boundary: %.4f" % seen)

# ---------- finite resolution: short boundaries look like points ----------
resolution = 0.02
length = np.linalg.norm(xy[:, 0] - xy[:, 1], axis=1)
short = length < resolution
graph = coo_matrix((np.ones(short.sum()), (ids[short, 0], ids[short, 1])),
                   shape=(2 * N, 2 * N))
seen_junctions = connected_components(graph, directed=False)[0]
n_seen = np.bincount(cell[~short], minlength=N)
alive = n_seen > 0
z = (~short).sum() / seen_junctions
mean_seen = n_seen[alive].mean()
assert short.sum() > 0
assert abs(mean_seen - 2 * z / (z - 2)) < 1e-8
nm_seen = (np.bincount(cell[~short], weights=n_seen[across[~short]],
                       minlength=N)[alive]).mean()
mu2_seen = n_seen[alive].var()
assert abs(nm_seen - (2 * z / (z - 2))**2 - mu2_seen) < 1e-8
print("Map resolution: %.2f um" % resolution)
print("Fraction of boundaries lost: %.4f" % short.mean())
print("Mean junction coordination z: %.4f" % z)
print("Apparent <n>: %.4f, its square: %.4f" % (mean_seen, mean_seen**2))
print("Apparent mu2: %.4f" % mu2_seen)
print("Apparent average of n m(n): %.4f" % nm_seen)


# ---------- finite pieces with side walls ----------
def confined_film(width, length_):
    """Grains in a rectangle; mirror seeds make the walls cell sides."""
    grains = int(round(width * length_ / grain_area))
    p = rng.random((grains, 2)) * np.array([width, length_])
    flip_x, flip_y = np.array([-1, 1]), np.array([1, -1])
    cloud = np.concatenate([p, p * flip_x, p * flip_x + [2 * width, 0],
                            p * flip_y, p * flip_y + [0, 2 * length_]])
    a, b = np.array(Voronoi(cloud).ridge_points).T
    inner = (a < grains) & (b < grains)
    wall = ((a < grains) != (b < grains)) & (a % grains == b % grains)
    # a bare corner is no junction: its two wall pieces are one segment
    rim = int(wall.sum()) - 4
    c = np.concatenate([a[inner], b[inner]])
    o = np.concatenate([b[inner], a[inner]])
    sides, average, _ = weaire_average(c, o, grains)
    return grains, rim, sides, average


print("Finite pieces: size (um), N, B, d")
print("  then <n>, mu2, average n m(n), its excess over 36 + mu2")
deficits = []
for w, l in ((14.0, 14.0), (28.0, 28.0), (56.0, 56.0), (2.0, 50.0)):
    count, rim, sides, average = confined_film(w, l)
    d = (2 * rim + 6) / count
    var = sides.var()
    excess = average - 36 - var
    assert abs(sides.mean() - (6 - d)) < 1e-9
    assert abs(excess - (-12 * d + d**2)) < 1e-7
    deficits.append(d)
    print("  %.0f x %.0f: %d, %d, %.4f" % (w, l, count, rim, d))
    print("    %.4f, %.4f, %.4f, %.4f" % (sides.mean(), var, average, excess))
ratios = [deficits[0] / deficits[1], deficits[1] / deficits[2]]
# doubling the pad side halves d, up to scatter of the random rim count
assert all(abs(r - 2) < 0.4 for r in ratios)
print("Ratio of d on doubling the pad side: %.3f, %.3f" % tuple(ratios))

# ---------- honeycomb scrambled by neighbour exchanges ----------
# half-edge h: one side of grain org[h], shared with grain org[twin[h]];
# each cycle of three half-edges under nxt is one triple junction
size = 40
cells = size * size


def label(i, j):
    return (i % size) * size + j % size


org, nxt, index = [], [], {}
for i in range(size):
    for j in range(size):
        for tri in ((label(i, j), label(i + 1, j), label(i, j + 1)),
                    (label(i + 1, j), label(i + 1, j + 1), label(i, j + 1))):
            base = len(org)
            for s in range(3):
                index[(tri[s], tri[(s + 1) % 3])] = base + s
                org.append(tri[s])
                nxt.append(base + (s + 1) % 3)
twin = [0] * len(org)
for (u, v), h in index.items():
    twin[h] = index[(v, u)]


def walk_sides():
    """Go round every grain and list its sides in order."""
    start = {}
    for h, u in enumerate(org):
        start[u] = h
    c, o = [], []
    for u, first in start.items():
        h = first
        while True:
            c.append(u)
            o.append(org[twin[h]])
            h = twin[nxt[nxt[h]]]
            if h == first:
                break
    return np.array(c), np.array(o)


c0, o0 = walk_sides()
n0, nm0, _ = weaire_average(c0, o0, cells)
assert n0.var() == 0 and abs(nm0 - 36) < 1e-9

tally = [6] * cells
exchanges = 0
for h in rng.integers(0, len(org), 40000).tolist():
    t = twin[h]
    a, c = nxt[h], nxt[t]
    b, e = nxt[a], nxt[c]
    u, v, w, x = org[h], org[t], org[b], org[e]
    # keep at least two sides per grain and no grain bordering itself
    if tally[u] <= 2 or tally[v] <= 2 or w == x:
        continue
    org[h], org[t] = x, w
    nxt[h], nxt[b], nxt[c] = b, c, h
    nxt[t], nxt[e], nxt[a] = e, a, t
    tally[u] -= 1
    tally[v] -= 1
    tally[w] += 1
    tally[x] += 1
    exchanges += 1

c1, o1 = walk_sides()
assert len(c1) == len(org)
n1, nm1, _ = weaire_average(c1, o1, cells)
assert n1.var() > 1
assert abs(nm1 - (36 + n1.var())) < 1e-8
neighbours = [set() for _ in range(cells)]
for u, v in zip(c1.tolist(), o1.tolist()):
    neighbours[u].add(v)
once = np.mean([n1[u] * np.mean([n1[v] for v in neighbours[u]])
                for u in range(cells)])
assert abs(once - nm1) > 0.05
print("Scrambled honeycomb: %d grains, %d exchanges" % (cells, exchanges))
print("  mu2: %.4f" % n1.var())
print("  average n m(n), counted by sides: %.4f" % nm1)
print("  same, each distinct neighbour once: %.4f" % once)
print("PASS")
```

It prints:

```
Al film model, mean grain diameter: 0.50 um
Mean grain area: 0.1963 um^2
Periodic map: 4000 grains, box side 28.02 um
Junctions: 8000, boundaries: 12000
Side classes: n, p(n), m(n)
   3  0.01325  7.0063
   4  0.11000  6.6818
   5  0.24675  6.4886
   6  0.28950  6.3110
   7  0.21450  6.1657
   8  0.09300  6.0440
   9  0.02725  5.9531
  10  0.00450  5.8444
  11  0.00125  5.6364
Mean side number <n>: 6.000000
Variance mu2: 1.7410
Average of n m(n): 37.7410
36 + mu2: 37.7410
Mean side number across a random boundary: 6.2902
Map resolution: 0.02 um
Fraction of boundaries lost: 0.0318
Mean junction coordination z: 3.0501
Apparent <n>: 5.8090, its square: 33.7445
Apparent mu2: 1.6505
Apparent average of n m(n): 35.3950
Finite pieces: size (um), N, B, d
  then <n>, mu2, average n m(n), its excess over 36 + mu2
  14 x 14: 998, 109, 0.2244
    5.7756, 1.8955, 35.2525, -2.6430
  28 x 28: 3993, 242, 0.1227
    5.8773, 1.9524, 36.4949, -1.4575
  56 x 56: 15972, 454, 0.0572
    5.9428, 1.8322, 37.1488, -0.6834
  2 x 50: 509, 203, 0.8094
    5.1906, 2.0639, 29.0059, -9.0580
Ratio of d on doubling the pad side: 1.829, 2.144
Scrambled honeycomb: 1600 grains, 34519 exchanges
  mu2: 20.8025
  average n m(n), counted by sides: 56.8025
  same, each distinct neighbour once: 54.5143
PASS
```
